Negative PAW valence densities from truncated partial waves

**Definitions and conventions**

The projector augmented-wave (PAW) method represents a valence state by a smooth function ψ~ and restores its rapid oscillations near a nucleus by a linear map,

T = 1 + Σ_i (|φ_i> − |φ~_i>)<p_i|.

Here φ_i are all-electron partial waves and φ~_i their smooth partners. The two coincide outside an augmentation sphere of radius r_c. The projectors p_i vanish outside the sphere and satisfy <p_i|φ~_j> = δ_ij. Spheres do not overlap, so one sphere can be considered at a time. For one state define

c_i = <p_i|ψ~>,  ψ1 = Σ_i c_i φ_i,  ψ~1 = Σ_i c_i φ~_i,  η = ψ~ − ψ~1.

The remainder η is the part of ψ~ that the chosen partial waves do not describe inside the sphere. It need not vanish, because in practice the set is finite.

For this state, with occupation one, the PAW valence density inside the sphere is

n = n~ + n1 − n~1 = |ψ~|² + |ψ1|² − |ψ~1|².

Outside the sphere it is |ψ~|². Core density and compensation charges are excluded. Hartree atomic units are used: lengths in bohr, energies in hartree.

The belief to be examined is that n, being a reconstructed density, cannot be negative. It would follow if n were |Tψ~|². With truncated partial waves n is a different quantity.

**The partial waves of the counter-example**

Let an electron move in the potential −1/r. Its normalized 2s and 2p radial functions, with a convenient sign for 2s, are

φ_s(r) = (r/2 − 1) e^(−r/2)/√2,
φ_p(r) = r e^(−r/2)/√24.

Both have energy ε = −1/8. The angular factors are 1/√(4π) for s and √(3/(4π)) cosθ for p. The s wave has a node at r = 2, inside the sphere of radius r_c = 4.

The smooth s wave is an even polynomial with the same value, slope and second derivative as φ_s at r_c. Differentiation gives

φ_s′ = (1 − r/4) e^(−r/2)/√2,
φ_s″ = (r/8 − 3/4) e^(−r/2)/√2.

At r = 4 the value, slope and second derivative are therefore 1, 0 and −1/4, each times e^(−2)/√2. The polynomial

φ~_s = (e^(−2)/√2) [1 − (r² − 16)²/512]

has these values: the squared bracket and its first derivative vanish at r = 4, and its second derivative there is 2(2r)² = 128, which gives −128/512 = −1/4. The square bracket rises from 1/2 at the centre to 1 at r_c, so φ~_s has no node.

For p, write φ_p = r h(r). Relative to h(4) = e^(−2)/√24, the slope and second derivative of h at r = 4 are −1/2 and 1/4. The matching smooth wave is

φ~_p = (e^(−2)/√24) r [1 − (r² − 16)/16 + 3(r² − 16)²/1024].

The slope of the bracket at r = 4 is −2r/16 = −1/2, and its second derivative is −2/16 + 3·128/1024 = 1/4, as required. All terms in the bracket are nonnegative inside the sphere, so φ~_p > 0 for 0 < r ≤ r_c.

The projectors are p_l = N_l (1 − r²/r_c²)² φ~_l inside the sphere, with N_l chosen so that <p_l|φ~_l> = 1. The s and p projectors are orthogonal to the waves of the other channel by their angular factors.

**A missing angular channel**

Take a 2s state with a small 2p admixture of amplitude ratio t = 0.1, a p weight of about 1%. Its smooth function inside the sphere is

ψ~ = [φ~_s/√(4π) + t √(3/(4π)) cosθ φ~_p]/√(1 + t²).

Reconstruct it first with the s channel alone. The s projector sees the first term and not the second, so

ψ~1 = φ~_s/√(4π(1 + t²)),
η = t √(3/(4π)) cosθ φ~_p/√(1 + t²).

At r = 2 the all-electron s wave vanishes, hence ψ1 = 0 and

n = |ψ~1 + η|² − |ψ~1|² = 2ψ~1η + η².

In the direction cosθ = −1 the remainder is negative while ψ~1 is positive. The numbers at this point, in bohr⁻³, are

n~ = 1.815×10⁻⁴,  n1 = 0,  n~1 = 3.727×10⁻⁴,
n = 1.815×10⁻⁴ − 3.727×10⁻⁴ = −1.912×10⁻⁴.

This is −1.29×10⁻³ Å⁻³. The belief is false.

The squared modulus at the same point follows from the same numbers. Both smooth functions are positive there, so

η = √(1.815×10⁻⁴) − √(3.727×10⁻⁴) = 0.01347 − 0.01931 = −0.0058 bohr^(−3/2).

Since ψ1 = 0, Tψ~ = η and |Tψ~|² = η² = 3.4×10⁻⁵ bohr⁻³, which is positive.

Now reconstruct the same ψ~ with both the s and the p channel. The partial waves span it completely, η = 0, and n is the exact density of the hybrid, (φ_s/√(4π) + t√(3/(4π)) cosθ φ_p)²/(1 + t²). At the same point it is 5.3×10⁻⁵ bohr⁻³. The smooth function has not changed; adding the missing channel has removed the negative value. The numerical check asserts agreement with the exact density throughout the sphere.

The size of t is not essential. At the node with cosθ = −1, n = η(2ψ~1 + η) is negative for every t > 0 small enough that |η| < 2ψ~1.

On the opposite side, cosθ = +1, the s-only density is positive, 2.59×10⁻⁴ bohr⁻³. In the spherical average the term 2ψ~1η drops out, because it is proportional to cosθ. What remains at the node is η² averaged over angles, with the average of cos²θ equal to 1/3:

3.40×10⁻⁵/3 = 1.13×10⁻⁵ bohr⁻³.

A spherically averaged density can therefore be positive while the density itself is negative on one side of the atom.

**A missing energy dependence**

Negative values also occur when the angular channel is present but has one partial wave. Here ψ~ is obtained from a PAW eigenvalue problem. Choose the smooth potential inside the sphere by inversion,

v~ = ε + ∇²φ~_s/(2φ~_s),

and v~ = −1/r outside. This is possible because φ~_s has no node. With H~ = −∇²/2 + v~ it gives H~φ~_s = εφ~_s. For the rest of this section φ, φ~ and p denote the s functions, including the factor 1/√(4π). Define the norm difference

q = ∫_sphere (|φ|² − |φ~|²) d³r = 0.0197.

The corresponding difference of Hamiltonian matrix elements is εq, because φ and φ~ both solve their equations at energy ε. The PAW equation is then

H~ψ~ + εq c p = E(ψ~ + q c p),  c = <p|ψ~>.

Put this atom at the centre of a spherical cell of radius 6. Zero slope of ψ~ at the cell boundary models the bottom of an s band, and zero value models its top. The bottom state has E = −0.1792 and c = 1.059. An all-electron calculation in the same cell gives −0.1786, so the negative density found below does not come with a poor energy.

At r = 2 the polynomial, with its printed coefficients, gives the radial value

0.04785 + 4·0.005981 − 16·0.0001869 = 0.06878.

Thus ψ~1 = 1.059·0.06878/√(4π) = 0.0205 bohr^(−3/2). The calculated ψ~ is smaller, 0.0197, and the remainder is −0.00088. Again ψ1 = 0, and in bohr⁻³

n = 3.869×10⁻⁴ − 4.222×10⁻⁴ = −3.53×10⁻⁵,

or −2.4×10⁻⁴ Å⁻³. The density is negative in a shell from about 1.85 to 2.14 bohr, which contains −3.5×10⁻⁴ electrons.

By contrast, |Tψ~|² = 7.7×10⁻⁷ bohr⁻³ at r = 2. The all-electron density there is 1.46×10⁻⁵ bohr⁻³. So |Tψ~|² is nonnegative, but it is not the correct density either: T itself is truncated.

**Correct statement**

Let states ψ~_n have occupations f_n ≥ 0, and attach the index n to c_i, ψ1, ψ~1 and η. Define the occupancy matrix and the one-centre densities by

ρ_ij = Σ_n f_n c_ni* c_nj,
n1 = Σ_ij ρ_ij φ_i* φ_j,  n~1 = Σ_ij ρ_ij φ~_i* φ~_j,

and n~ = Σ_n f_n |ψ~_n|². Then, inside the sphere,

n~ + n1 − n~1 = Σ_n f_n |Tψ~_n|² − 2 Re Σ_n f_n (ψ1_n − ψ~1_n)* η_n.  (1)

If the partial waves span every occupied ψ~_n in the sphere, all η_n vanish and the density is the nonnegative sum of squared moduli. If they do not, the last term is in general nonzero, and the density can be negative. Truncation permits a negative density; it does not force one.

**Proof**

Insert ρ_ij into n1 and carry out the sums over i and j for each state:

n1 = Σ_n f_n (Σ_i c_ni φ_i)* (Σ_j c_nj φ_j) = Σ_n f_n |ψ1_n|².

In the same way n~1 = Σ_n f_n |ψ~1_n|². It is therefore enough to consider one state. By the definition of η,

Tψ~ = ψ~ + ψ1 − ψ~1 = ψ1 + η.

Its squared modulus is

|Tψ~|² = |ψ1|² + |η|² + 2 Re(ψ1* η).

For the PAW density insert ψ~ = ψ~1 + η:

n = |ψ~1|² + |η|² + 2 Re(ψ~1* η) + |ψ1|² − |ψ~1|²
  = |ψ1|² + |η|² + 2 Re(ψ~1* η).  (2)

Subtraction gives

|Tψ~|² − n = 2 Re[(ψ1 − ψ~1)* η].

Multiplication by f_n and summation give (1). The counter-examples show that a negative value does occur. ∎

The difference between the two densities has a simple origin. The squared modulus contains the interference of the remainder with the all-electron function ψ1. The PAW density contains its interference with the smooth function ψ~1 instead. The two agree where φ_i = φ~_i, or where η vanishes; they can differ only where the partial waves have been smoothed and η is nonzero.

**What positivity of the occupancy matrix does and does not give**

For any numbers a_i,

Σ_ij a_i* ρ_ij a_j = Σ_n f_n |Σ_j c_nj a_j|² ≥ 0,

because the sum over i is the complex conjugate of the sum over j. The matrix is positive semidefinite, and n~, n1 and n~1 are each nonnegative. The density, however, contains n~1 with a minus sign, and the difference of nonnegative functions has no definite sign. A negative n is thus compatible with a correct occupancy matrix.

**When one state gives a negative density**

From the definition of n, a single state has n < 0 precisely where

|ψ~|² < |ψ~1|² − |ψ1|².

This requires |ψ1| < |ψ~1|, a condition met around a node of ψ1 at which ψ~1 does not vanish. At such a node (2) becomes

n = 2 Re(ψ~1* η) + |η|²,  |Tψ~|² = |η|².

The first is linear in a small remainder and can have either sign; the second is quadratic. For real functions n is negative there when η is opposite in sign to ψ~1 and 0 < |η| < 2|ψ~1|. A small remainder does not exclude a negative density; it limits its depth.

A sufficient condition for safety also follows from (2). Since Re(ψ~1* η) ≥ −|ψ~1||η|,

n ≥ |ψ1|² + |η|² − 2|ψ~1||η|.

The density is nonnegative wherever the right side is. Away from nodes of ψ1 a sufficiently small remainder guarantees this.

**Why normalization does not help**

The PAW overlap operator is

S = 1 + Σ_ij |p_i>(<φ_i|φ_j> − <φ~_i|φ~_j>)<p_j|.

Its expectation value is <ψ~|ψ~> plus the integral of |ψ1|² − |ψ~1|² over the sphere, which is the integral of n. The condition <ψ~|S|ψ~> = 1 therefore fixes the total charge and says nothing about the sign at a point. Integrating (1) for one state gives

<Tψ~|Tψ~> = 1 + 2 Re ∫_sphere (ψ1 − ψ~1)* η d³r.

For the band-bottom state the PAW density integrates to 1, while the norm of Tψ~ is 1.005. Replacing n by |Tψ~|² would cure the sign but change the charge by about 0.5%, unless the states were also normalized differently.

**The sign and the reference energy**

In the one-projector model the sign at the node can be derived for energies near ε. Let δ = E − ε. The PAW equation rearranges to

(H~ − ε)ψ~ = δ(ψ~ + q c p).

Write ψ~ = cφ~(1 + δg) to first order in δ. The terms of order δ, divided by c, are

(H~ − ε)(φ~g) = φ~ + qp.

The left side is evaluated with the product rule. Terms containing g without a derivative cancel because (H~ − ε)φ~ = 0, leaving

−½[φ~g″ + 2φ~′g′ + 2φ~g′/r] = −(r²φ~²g′)′/(2r²φ~).

Multiply by −2r²φ~ and integrate from the origin, where r²φ~²g′ vanishes for a regular solution:

r²φ~² g′ = −2 ∫_0^r r′² φ~(φ~ + qp) dr′.  (3)

The additive constant in g is fixed by c = <p|ψ~>, which requires <p|φ~g> = 0.

In this model q, p and φ~ are nonnegative inside the sphere, so (3) makes g a decreasing function. Its average with the nonnegative weight pφ~ is zero, so g is positive near the centre and negative near the sphere boundary. Integration of (3) gives g = 0.803 hartree⁻¹ at the 2s node. There η = cφ~δg, and to first order

n ≈ 2c²φ~² δg = 2gδ n~1.

A state slightly below the reference energy therefore has a negative density at the node, and one slightly above has a positive density. The projector condition explains why the remainder must change sign within the sphere; where it does so depends on the projector and the smooth wave, and another choice could reverse the sign at the node.

A cell of radius 14, with zero slope at its boundary, tests this law. There δ = −0.0016, and n/(n~1 δ) is 1.603 hartree⁻¹ against the predicted 2g = 1.605. In the cell of radius 6, δ = −0.1792 + 0.1250 = −0.0542, and the first-order estimate is

1.605·(−0.0542)·4.222×10⁻⁴ = −3.67×10⁻⁵ bohr⁻³,

about 4% larger in magnitude than the calculated −3.53×10⁻⁵.

The band-top state lies above ε and has n = +4.78×10⁻⁴ bohr⁻³ at the node. Its PAW energy is 0.0015 hartree, more than twice as far from ε as the bottom state, for which the first-order estimate is already off by 4%; only the sign is compared with the law here. One partial wave also describes this state less well, the all-electron energy being 0.0127. In the opposite limit, a cell of radius 30 with zero value at its boundary, the numerical check asserts that the energy lies within 10⁻⁶ hartree of ε and that the density nowhere falls below −10⁻⁷ bohr⁻³; the lowest value found is 2×10⁻¹² bohr⁻³. The remainder, being proportional to δ, shrinks with it. The positive sign of this small value is the one the first-order law gives for a boundary condition that raises the energy above ε.

**Which densities show the effect**

Equation (1) adds the contributions of all occupied states, so a positive contribution can cover a negative one. With the bottom and top states equally occupied, one electron in each, the density at the node is +4.43×10⁻⁴ bohr⁻³.

Core density can cover it as well. Two electrons in the 1s function of the same potential have the density 2e^(−2r)/π, which is 0.01166 bohr⁻³ at r = 2. Added to the band-bottom density it gives 0.01162, and added to the s-only hybrid density at its negative point 0.01147. Both totals are positive, although the valence parts are not. This is a comparison of magnitudes in the model, not a theorem that a total density must be positive.

The negative region is directly visible in the density of a single state, or in a valence density in which nothing else covers it. Its appearance there does not by itself indicate negative occupations or a wrong charge. For n as defined here, with n1 and n~1 kept in full, it shows that the remainder is nonzero at that point. It does not show that the remainder is large: at a node of ψ1 an arbitrarily small remainder of the opposite sign suffices, and the size of η is read from the depth, n ≈ 2 Re(ψ~1* η). A density evaluated with further approximations can be negative even with η = 0. If the hybrid is reconstructed with both channels but n1 and n~1 are replaced by their spherical averages, the value at the node with cosθ = −1 is 1.815×10⁻⁴ + 5.33×10⁻⁵/3 − (3.727×10⁻⁴ + 1.13×10⁻⁵) ≈ −1.85×10⁻⁴ bohr⁻³. The relevant check is to add partial waves, in the missing angular channel or at another energy, and to see whether the negative region shrinks.

Values computed for the example and the checks

```
augmentation radius: 4 bohr
node of 2s: 2 bohr
cell radius: 6 bohr
reference energy: -0.125 hartree
smooth s wave, coefficient of r^0: 0.0478482 bohr^-1.5
smooth s wave, coefficient of r^2: 0.00598103 bohr^-3.5
smooth s wave, coefficient of r^4: -0.000186907 bohr^-5.5
norm difference q, s channel: 0.0196719
band bottom energy, PAW: -0.179208 hartree
band bottom energy, all-electron: -0.178571 hartree
band top energy, PAW: 0.00148436 hartree
band top energy, all-electron: 0.0127251 hartree
bottom: projection c: 1.05894
bottom, node: psi~: 0.0196694 bohr^-1.5
bottom, node: remainder: -0.000877184 bohr^-1.5
bottom, node: n~: 0.000386885 bohr^-3
bottom, node: n1: 0 bohr^-3
bottom, node: n~1: 0.000422162 bohr^-3
bottom, node: PAW density: -3.52768e-05 bohr^-3
  the same: -0.00023806 angstrom^-3
bottom, node: |T psi~|^2: 7.69451e-07 bohr^-3
bottom, node: all-electron density: 1.46016e-05 bohr^-3
bottom: lowest PAW density: -3.56536e-05 bohr^-3
bottom: radius of the lowest density: 1.985 bohr
bottom: first radius with n < 0: 1.846 bohr
bottom: last radius with n < 0: 2.144 bohr
bottom: integral of negative part: -0.000352918 electrons
bottom: integral of PAW density: 1 electrons
bottom: norm of T psi~: 1.00485
top, node: PAW density: 0.000478142 bohr^-3
bottom + top, node: PAW density: 0.000442865 bohr^-3
g at the node: 0.802607 hartree^-1
14 bohr cell: E - reference: -0.00159762 hartree
14 bohr cell: n/(n~1 (E - ref)): 1.60329 hartree^-1
first-order prediction 2g: 1.60521 hartree^-1
30 bohr cell: lowest density: 2.13421e-12 bohr^-3
hybrid: amplitude ratio 2p/2s: 0.1
hybrid: weight of 2p: 0.00990099
hybrid, node, cos=-1: n~: 0.000181514 bohr^-3
hybrid, node, cos=-1: n~1, s only: 0.000372749 bohr^-3
hybrid, node, cos=-1: n, s only: -0.000191235 bohr^-3
  the same: -0.00129052 angstrom^-3
hybrid, node, cos=-1: |T psi~|^2, s only: 3.40354e-05 bohr^-3
hybrid, node, cos=-1: n, s and p: 5.3315e-05 bohr^-3
hybrid, node, cos=+1: n, s only: 0.000259305 bohr^-3
hybrid, node: spherical average, s only: 1.13451e-05 bohr^-3
1s core density (2 electrons) at node: 0.0116601 bohr^-3
core + bottom density at node: 0.0116248 bohr^-3
core + hybrid density, cos=-1: 0.0114689 bohr^-3
```
